# Why Rounded Corners Barely Shift a Nanosheet's Ground Energy

The channel of a nanosheet transistor is a thin semiconductor sheet, and an electron in it is confined across both thickness and width. The cross-section is drawn as a rectangle, but a fabricated sheet has rounded corners. Take a sheet 5 nm thick and 20 nm wide, with corners rounded to a radius of 1 nm. The rounding removes 0.86% of the area. If the confinement energy of about 80 meV rose by the same fraction, the shift would be 0.69 meV. For hard walls and a flat potential inside, the calculated shift is 0.013 meV, some fifty times smaller. The reason lies in the shape of the wavefunction at a corner.

## A corner is already quiet

Let the particle have isotropic mass $m$ in a rectangle $0<x<a$, $0<y<b$, with $\psi=0$ on the walls. Motion along the channel separates off. The transverse energy is $E=\hbar^2k^2/2m$, where $-\nabla^2\psi=k^2\psi$. The normalized ground state of the sharp rectangle is

$$\psi_0=\frac{2}{\sqrt{ab}}\sin\frac{\pi x}{a}\sin\frac{\pi y}{b},\qquad k_0^2=\frac{\pi^2}{a^2}+\frac{\pi^2}{b^2}.$$

Near the corner at the origin each sine is replaced by its argument:

$$\psi_0\simeq Axy,\qquad A=\frac{2\pi^2}{(ab)^{3/2}}.$$

Both walls force a zero there, so the gradient $A(y,x)$ vanishes at the corner too. Within a distance $r$ the kinetic-energy density, proportional to $|\nabla\psi_0|^2$, is of order $A^2r^2$. The area affected is of order $r^2$, and the product scales as $r^4$.

The same count shows what is special about a right angle. In a corner of opening angle $\alpha$, the lowest harmonic function vanishing on both walls is $\rho^{\pi/\alpha}\sin(\pi\theta/\alpha)$. Its squared gradient times the area scales as $r^{2\pi/\alpha}$. A right angle gives $r^4$, while a small bump on a flat wall, $\alpha=\pi$, gives $r^2$.

The coefficient cannot come from first-order perturbation theory. The probability of finding the unperturbed particle in the removed corners scales as $A^2r^4\cdot r^2=A^2r^6$, but it would be multiplied by an infinite potential. The wavefunction must be allowed to adjust.

## From the local adjustment to the energy

Let each corner be replaced by a quarter circle of radius $r$, tangent to both walls, with $r\ll a,b$. At distances $\rho\sim r$ from the corner, $k^2\psi$ is smaller than the separate second derivatives by a factor of order $k^2r^2$. To leading order $\psi$ is therefore harmonic there. It must vanish on the rounded boundary and join $Axy=\tfrac12A\rho^2\sin2\theta$ farther out. Its far form is

$$\psi\simeq A\left[\frac{\rho^2}{2}\sin2\theta-\frac{\beta r^4}{2\rho^2}\sin2\theta+\cdots\right],$$

where the omitted terms decay faster. Dimensional analysis supplies $r^4$, and the pure number $\beta$ depends on the shape of the rounding.

Now cut off each corner with a quarter circle of radius $R$, where $r\ll R\ll a,b$, and apply Green's identity in the remaining region:

$$(k_0^2-k^2)\int\psi_0\psi\,dS=\oint(\psi_0\,\partial_n\psi-\psi\,\partial_n\psi_0)\,dl.$$

The straight walls contribute nothing. On each quarter circle the outward normal points towards the corner, so $\partial_n=-\partial_\rho$. Write $\psi=\psi_0+Aw$ with $w=-\beta r^4\sin2\theta/(2\rho^2)$. The $\psi_0$ part of $\psi$ cancels, and the rest gives

$$\psi_0\,\partial_\rho\psi-\psi\,\partial_\rho\psi_0
=A^2\sin^22\theta\left[\frac{R^2}{2}\frac{\beta r^4}{R^3}+\frac{\beta r^4}{2R^2}R\right]
=\frac{A^2\beta r^4}{R}\sin^22\theta .$$

Multiply by $R\,d\theta$ and use $\int_0^{\pi/2}\sin^22\theta\,d\theta=\pi/4$. The radius $R$ drops out. The overlap integral tends to 1, so each corner raises $k^2$ by $\pi\beta A^2r^4/4$. Four corners give $\pi\beta A^2r^4$, and with $A^2=4\pi^4/(ab)^3$,

$$\boxed{\Delta E\simeq\frac{\hbar^2}{2m}\,\frac{4\pi^5\beta\,r^4}{(ab)^3}}$$

The exponent can also be secured by bounds. Removing more of a hard-wall region cannot lower its ground energy. If a quarter disc of radius $R_0$ is removed, the local solution is $\tfrac12A(\rho^2-R_0^4/\rho^2)\sin2\theta$, so $\beta r^4$ is replaced by $R_0^4$. The piece removed by the fillet contains a quarter disc of radius $(\sqrt2-1)r$ and fits inside one of radius $r$. Hence $\beta$ lies between $(\sqrt2-1)^4\approx0.029$ and 1. It is positive and finite, and the leading power is four.

## The number for a circular fillet

The local problem can be solved by a conformal map $z(\zeta)$, $z=x+iy$, from the upper half-plane to the rounded quadrant. Choose it so that infinity goes to infinity and $\zeta=\pm1$ go to the tangent points $r$ and $ir$. Its Schwarzian derivative is

$$S=\left(\frac{z''}{z'}\right)'-\frac12\left(\frac{z''}{z'}\right)^2 .$$

$S$ is unchanged when $z$ is replaced by a Möbius function of $z$. Each boundary piece is a line or a circular arc, which such a function can turn into the real axis. So $S$ is real on the real $\zeta$ axis and continues by reflection to the whole plane, except perhaps at $\zeta=\pm1$.

At a tangent point, send the point to infinity by a Möbius function. The two tangent pieces become parallel lines. With $\tau=\zeta\mp1$, the map behaves, up to a constant factor, as $\tau^{-1}+d\ln\tau$, so $z''/z'=-2/\tau-d+\cdots$. The double poles in $S$ cancel and leave the simple pole $-2d/\tau$.

At infinity $z\simeq K\sqrt\zeta$, so $z''/z'\simeq-1/(2\zeta)$ and

$$S\simeq\frac{1}{2\zeta^2}-\frac{1}{8\zeta^2}=\frac{3}{8\zeta^2}.$$

A function with two simple poles and this decay must be

$$S=\frac{3}{8(\zeta^2-1)}.$$

Differentiation shows that $1/\sqrt{z'}$ and $z/\sqrt{z'}$ both satisfy $y''+\tfrac12Sy=0$. Thus $z$ is a ratio of two solutions of

$$(1-\zeta^{-2})y''+\frac{3}{16}\zeta^{-2}y=0 .$$

Insert $y=\zeta^s\sum_n a_n\zeta^{-2n}$. The leading power requires $s(s-1)+3/16=0$, so $s=3/4$ or $1/4$. The next powers give

$$a_n\left(s-2n-\tfrac14\right)\left(s-2n-\tfrac34\right)=a_{n-1}(s-2n+2)(s-2n+1).$$

These are hypergeometric series. With $F$ the Gauss function,

$$z=K\sqrt\zeta\;\frac{F(-\frac38,\frac18;\frac34;\zeta^{-2})}{F(-\frac18,\frac38;\frac54;\zeta^{-2})}.$$

The $s=3/4$ solution cannot appear in the denominator, because $z$ must grow at infinity. An additive constant is excluded because $z$ is real for $\zeta>1$ and imaginary for $\zeta<-1$.

The first series coefficients are $-1/16$ and $-3/80$, whose difference is $-1/40$. Therefore

$$z^2=K^2\left(\zeta-\frac{1}{20\zeta}+\cdots\right),\qquad
\zeta=\frac{z^2}{K^2}+\frac{K^2}{20z^2}+\cdots .$$

The function $\tfrac12AK^2\,\mathrm{Im}\,\zeta$ is harmonic and vanishes on the rounded boundary. Its far form is $A[\tfrac12\rho^2\sin2\theta-K^4\sin2\theta/(40\rho^2)]$, and comparison gives $\beta r^4=K^4/20$.

The scale $K$ follows from $z(1)=r$. Gauss's sum is $F(p,q;c;1)=\Gamma(c)\Gamma(c-p-q)/[\Gamma(c-p)\Gamma(c-q)]$, and here $c-p-q=1$ in both functions. So

$$\frac Kr=\frac{\Gamma(\frac54)\Gamma(\frac98)\Gamma(\frac58)}{\Gamma(\frac34)\Gamma(\frac{11}8)\Gamma(\frac78)}=1.0316,\qquad
\beta=\frac{1}{20}\left(\frac Kr\right)^4=0.0566 .$$

## How slight must the rounding be?

The neglected terms in the sines and in the local wave equation are smaller by factors of order $r^2/a^2$ and $r^2/b^2$, which suggests a first relative correction of order $r^2$. A finite-element solution of the full rounded unit square, which does not use the formula, supports this. The computed shift divided by the law is 0.996, 0.984 and 0.940 for $r=0.05$, 0.1 and 0.2. Extrapolation with an $r^2$ correction gives 0.9999 at $r=0$. Between the two smallest radii the shift grows with exponent 3.98.

For the sheet, take $a=5$ nm, $b=20$ nm and $m=0.2\,m_e$, so $\hbar^2/2m=0.1905$ eV nm². The sharp-corner energy is $75.2+4.7=79.9$ meV, or $1.28\times10^{-20}$ J. At $r=1$ nm the law gives

$$\Delta E\simeq0.1905\times\frac{4\pi^5\times0.0566}{(5\times20)^3}\ \text{eV}=0.0132\ \text{meV}.$$

The full solution gives 0.0127 meV, or $2.04\times10^{-24}$ J, which is 0.016% of the ground energy.

| $r$ (nm) | Law (meV) | Full solution (meV) |
|---|---|---|
| 0.5 | 0.00083 | 0.00082 |
| 1.0 | 0.0132 | 0.0127 |
| 2.0 | 0.211 | 0.177 |
| 2.5 | 0.516 | 0.384 |

At 2.5 nm the narrow ends are complete semicircles. The law then overestimates the full solution by about a third, yet the shift is still only about 0.5% of the ground energy.

Moving a whole face is far more effective, because the normal gradient there is not small. At fixed width, the thickness part of the energy varies as $a^{-2}$, so a small loss $\delta a$ costs $2E_a\,\delta a/a$, with $E_a=75.2$ meV. The shift from 1 nm rounding equals that from a thickness loss of

$$\delta a=\frac{0.0127\times5}{2\times75.2}\ \text{nm}\approx0.4\ \text{pm}.$$

Higher levels are more sensitive. The state with $n$ and $l$ half-waves has corner amplitude $nlA$. For a level whose shift is small compared with its distance from its neighbours, the leading shift is multiplied by $n^2l^2$. The second width subband therefore moves by about $4\times0.0132=0.05$ meV at $r=1$ nm.

## Soft walls and real sheets

A finite barrier breaks the argument at very small radii, because the wavefunction no longer vanishes at the corner. Take a separable model, in which the potential is $V$ beyond each wall and $2V$ beyond the exterior corners. With penetration depth $\delta\ll a,b$, matching to a decaying exponential gives $\psi\simeq A(x+\delta)(y+\delta)$ just inside. For $r\ll\delta$ the wavefunction is nearly constant, $A\delta^2$, over the removed area $(1-\pi/4)r^2$. Raising the potential there by $V$ costs, per corner,

$$\Delta E\simeq VA^2\delta^4\left(1-\frac\pi4\right)r^2 .$$

The fourth power gives way to a second power. For a rough barrier of 3 eV and equal mass on both sides, $\delta\approx0.25$ nm, so a 1 nm radius lies well outside this small-$r$ regime. For that barrier, with the unrounded $\delta=0.255$ nm, the hard-wall value of $A$ makes the small-$r$ coefficient about 50% too large, because the state spreads into the barrier.

The dimensions and mass chosen here are round values in the regime of gate-all-around nanosheet transistors. The infinite barrier is a much larger idealization than the sharp corners. With equal mass on both sides, a 3 eV barrier lowers the ground energy by about 13 meV, and a heavier mass in the barrier would lower it further. The 13 meV estimate uses the same separable model, in which the rise caused by 1 nm rounding is at most 0.031 meV. This is an upper bound, but it shows that the shift stays small even though the hard-wall coefficient no longer applies.

Some other neglected effects also exceed the rounding shift. A rough nonparabolicity of 0.5 eV⁻¹ lowers the energy by about 3 meV, and a uniform field of 0.1 MV/cm across the thickness lowers it by 0.36 meV, measured from the potential at mid-thickness. That is a weak field: at 1 MV/cm the lowering is about 33 meV, more than the effect of the finite barrier. A gate that surrounds the sheet does not give a uniform field, because it pulls electrons towards both faces. If the field varies linearly through the thickness and reaches 1 MV/cm at each face, the lowering is about 17 meV. Tunnelling through 1.5 nm of the same 3 eV barrier, with equal mass on both sides, gives a level width of roughly $10^{-4}$ meV, well below the shift; an oxide-like mass of $0.5\,m_e$ in the barrier reduces it to about $2\times10^{-7}$ meV. The mass also depends on direction. In the lowest valleys of a silicon sheet with (001) faces it is about $0.9\,m_e$ across the thickness and $0.2\,m_e$ across the width. With these values the ground energy falls to 21 meV and the rounding shift to 0.008 meV. Rescaling the coordinates then turns the circular fillet into an elliptical one, which changes the coefficient but keeps the fourth power.

At 300 K the thermal energy, 26 meV, exceeds the first width-subband spacing of 14 meV, so a device property generally involves more than the ground level. Rounding also alters the electrostatic potential near the corners, which a flat-bottomed well does not contain. The small shift found here concerns confinement energy and does not by itself show that corner shape is unimportant for gate control. The remaining computed values are in the numerical output.

## Computed results

```
Map constant K/r: 1.03164
Corner response beta: 0.0566348
Lower bound on beta: 0.02944
Largest distance of mapped points from arc, r=1: 8.6e-11
Circle test, relative error: 7.4e-13
Unit square, exponent between r=0.05 and 0.1: 3.9822
Unit square, r=0.05, computed/law: 0.99583
Unit square, r=0.1, computed/law: 0.98364
Unit square, r=0.2, computed/law: 0.94018
Same ratio extrapolated to r=0: 0.999891
Power of r in the first correction: 1.87
Sheet thickness: 5 nm
Sheet width: 20 nm
Mass: 0.2 m_e
Rounding radius of the example: 1 nm
hbar^2/(2m): 0.1905 eV nm^2
Thickness part of ground energy: 75.206 meV
Width part of ground energy: 4.7004 meV
Sharp-corner ground energy: 79.906 meV
Sharp-corner ground energy: 1.28e-20 J
Shift by law, r=0.5 nm: 0.0008254 meV
Shift computed, r=0.5 nm: 0.0008179 meV
Shift by law, r=1.0 nm: 0.01321 meV
Shift computed, r=1.0 nm: 0.01271 meV
Shift by law, r=2.0 nm: 0.2113 meV
Shift computed, r=2.0 nm: 0.1769 meV
Shift by law, r=2.5 nm: 0.5159 meV
Shift computed, r=2.5 nm: 0.3839 meV
Computed shift, r=1 nm: 2.036e-24 J
Computed shift / ground energy, r=1 nm: 0.000159
Area removed, r=1 nm: 0.858 %
Guess: energy times area fraction: 0.686 meV
Thickness loss with same shift: 0.422 pm
Sharp-state probability in removed corners: 4.45e-07
Its power of r: 5.997
Barrier height, rough: 3 eV
Penetration depth: 0.255 nm
Energy change from finite barrier: -13.4 meV
Soft-wall rounding shift, upper bound: 0.0306 meV
Soft-wall power of r at r=0.01-0.02 nm: 2.05
Insulator thickness, rough: 1.5 nm
Tunnelling level width, rough: 0.00011 meV
Nonparabolicity, rough: 0.5 1/eV
Energy change from it: -2.96 meV
Heavy mass across thickness, rough: 0.9 m_e
Ground energy with heavy mass: 21.41 meV
Rounding shift with heavy mass, r=1 nm: 0.00755 meV
Its exponent between r=0.5 and 1 nm: 3.96
Field across thickness, rough: 0.1 MV/cm
Energy change from field: -0.36 meV
Thermal energy at 300 K: 25.85 meV
First width-subband spacing: 14.1 meV
```
